# Tkatchenko-Scheffler volume scaling of atomic polarizabilities and dispersion coefficients

## Tkatchenko-Scheffler scaling by Hirshfeld volumes and its failure for LiH

The Tkatchenko-Scheffler (TS) scheme gives each atom $A$ of a molecule a polarizability and a dispersion coefficient from free-atom values and one number taken from the molecular density $n(\mathbf r)$, the volume ratio $v_A$:

$$w_A=\frac{n_A}{\sum_B n_B},\qquad V_A=\int r_A^3\,w_A\,n\,d^3r,\qquad v_A=\frac{V_A}{V_A^{0}},$$

$$\alpha_A=v_A\,\alpha_A^{0},\qquad C_{6,AA}=v_A^2\,C_{6,AA}^{0}.$$

Here $n_A$ is the spherical density of the free neutral atom placed at nucleus $A$, $r_A$ is the distance from that nucleus, $V_A^0=\int r^3 n_A\,d^3r$, and the superscript 0 marks free-atom values. The linear law for $\alpha$ is a model assumption, and the quadratic law for $C_6$ follows from it only if the effective excitation frequency of the atom keeps its free value. When free atoms, densities and molecular references are all computed at the Hartree-Fock level, TS exceeds the reference $\alpha$ and $C_6$ of N$_2$ by factors of about 1.26 and 1.28 (without dipole screening), and those of LiH by factors 3.2 and 3.3. Replacing the neutral-atom weights by iterative Hirshfeld weights brings the LiH factors to 1.02 and 1.55. Hartree atomic units are used: $\alpha$ and $V$ in bohr$^3$, $C_6$ in $E_h\,$bohr$^6$, frequencies in $E_h$.

### The dispersion coefficient

Two neutral systems lie a distance $R$ apart along $z$, with non-overlapping densities. To leading order in $1/R$ they interact through $\hat V=R^{-3}\sum_{ab}T_{ab}\,\mu_a^A\mu_b^B$ with $T=\mathrm{diag}(1,1,-2)$. Dispersion is the part of the second-order energy in which both systems are excited; induction, which for polar LiH also falls as $R^{-6}$, is left aside. With excitation energies $\omega_n,\omega_m$ and real transition dipoles $\boldsymbol\mu^n,\boldsymbol\mu^m$,

$$E=-\frac1{R^6}\sum_{nm}\frac{\sum_{abcd}T_{ab}T_{cd}\,\mu^n_a\mu^n_c\,\mu^m_b\mu^m_d}{\omega_n+\omega_m}.$$

Averaging over independent orientations of $A$ and $B$ replaces $\mu^n_a\mu^n_c$ by $\delta_{ac}|\boldsymbol\mu^n|^2/3$, and likewise for $B$, which leaves $\sum_{ab}T_{ab}^2=1+1+4=6$. The oscillator strength $f_n=\tfrac23\omega_n|\boldsymbol\mu^n|^2$ gives $|\boldsymbol\mu^n|^2/3=f_n/(2\omega_n)$, so $E=-C_6/R^6$ with

$$C_{6}=\frac64\sum_{nm}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}.\tag{1}$$

The isotropic polarizability at imaginary frequency is $\alpha(iu)=\sum_n f_n/(\omega_n^2+u^2)$. Partial fractions and $\int_0^\infty du/(a^2+u^2)=\pi/2a$ give

$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)},$$

and inserting this in (1) yields the Casimir-Polder formula $C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du$, since $\frac3\pi\cdot\frac\pi2=\frac64$.

For any system the effective frequency is defined by $\bar\omega=4C_6/(3\alpha^2)$, with $\alpha=\alpha(0)$ and $C_6$ the like-pair coefficient. Writing $a_n=f_n/\omega_n^2\ge0$, so that $\alpha=\sum_n a_n$, equation (1) gives

$$\bar\omega=\frac{1}{\alpha^2}\sum_{nm}a_na_m\,\frac{2}{1/\omega_n+1/\omega_m}.\tag{2}$$

This is a weighted mean of harmonic means, each lying between the smallest and the largest $\omega_n$. Hence $\bar\omega\ge\omega_1$, the lowest excitation energy.

### One oscillator per atom, and the origin of the square

TS replaces the spectrum of each atom by one oscillator, $\alpha_A(iu)=\alpha_A/(1+u^2/\omega_A^2)$, which is a single term with $f=\alpha_A\omega_A^2$. Equation (1) becomes

$$C_{6,AB}=\frac32\,\alpha_A\alpha_B\,\frac{\omega_A\omega_B}{\omega_A+\omega_B},\qquad C_{6,AA}=\frac34\,\alpha_A^2\,\omega_A,$$

so $\omega_A$ is the effective frequency of the atom. Dividing numerator and denominator by $\omega_A\omega_B$ and using $1/\omega_A=3\alpha_A^2/(4C_{6,AA})$ gives $C_{6,AB}=2\alpha_A\alpha_B/(\alpha_A^2/C_{6,AA}+\alpha_B^2/C_{6,BB})$. Multiplying above and below by $C_{6,AA}C_{6,BB}/(\alpha_A\alpha_B)$ gives the combination rule

$$C_{6,AB}=\frac{2\,C_{6,AA}\,C_{6,BB}}{(\alpha_B/\alpha_A)\,C_{6,AA}+(\alpha_A/\alpha_B)\,C_{6,BB}}.\tag{3}$$

If $\alpha_A=v_A\alpha_A^0$ and $\omega_A=\omega_A^0$, then $C_{6,AA}=\frac34v_A^2(\alpha_A^0)^2\omega_A^0=v_A^2C^0_{6,AA}$. In (3) the numerator acquires $v_A^2v_B^2$, the first denominator term $(v_B/v_A)v_A^2=v_Av_B$ and the second the same factor, so $C_{6,AB}=v_Av_BC^0_{6,AB}$. The molecular polarizability is taken as the plain sum $\sum_A\alpha_A(iu)$, with no coupling between atomic dipoles (the screening that TS+SCS and MBD add). Casimir-Polder is bilinear, so two distant molecules have $C_6=\sum_A\sum_BC_{6,AB}$. An energy correction also needs a damping function built on radii scaled as $v^{1/3}$, which tends to unity at large $R$ and does not enter here.

A solvable case shows the status of the two assumptions. For a hydrogen-like ion, the substitution $\mathbf r=\mathbf s/Z$ turns $-\frac12\nabla^2-Z/r$ into $Z^2$ times the hydrogen Hamiltonian. Thus $\omega_n\propto Z^2$, $\boldsymbol\mu^n\propto Z^{-1}$, $f_n$ is unchanged, and $V\propto Z^{-3}$, $\alpha\propto Z^{-4}$, and by (1) $C_6\propto Z^{-6}$. With $v=Z^{-3}$,

$$\alpha\propto v^{4/3},\qquad\bar\omega\propto v^{-2/3},\qquad C_6\propto v^{2}.$$

The square is exact here although both TS assumptions are false: if $\alpha\propto v^a$ and $\bar\omega\propto v^b$, any pair with $2a+b=2$ produces it. A good TS value of $C_6$ is therefore no evidence for a good TS value of $\alpha$. In general the definition of $\bar\omega$ splits the error exactly,

$$\frac{C_6^{\rm TS}}{C_6^{\rm ref}}=\left(\frac{\alpha^{\rm TS}}{\alpha^{\rm ref}}\right)^2\frac{\bar\omega^{\rm TS}}{\bar\omega^{\rm ref}}.\tag{4}$$

### Reference response

The free-atom data and the molecular references come from time-dependent Hartree-Fock (TDHF) theory, unrestricted for the open-shell atoms. Using one level throughout keeps correlation error out of the comparison; it also means that the values below are mean-field values and not predictions of measured ones.

Let the occupied real spin orbitals change as $\phi_i\to\phi_i+\sum_a c_{ia}\phi_a$, spin being conserved, with $c=q+ip$. To second order the determinant is $\Phi_0+\sum c_{ia}\Phi_i^a+\frac12\sum c_{ia}c_{jb}\Phi_{ij}^{ab}$. The first-order energy vanishes by Brillouin's theorem, and the second-order energy is $c^\dagger Ac+\mathrm{Re}\,c^TBc$ with $A=\langle\Phi_i^a|H-E_0|\Phi_j^b\rangle$ and $B=\langle\Phi_0|H|\Phi_{ij}^{ab}\rangle$. Since $c^\dagger Ac=q^TAq+p^TAp$ and $\mathrm{Re}\,c^TBc=q^TBq-p^TBp$, it equals $q^TPq+p^TMp$ with $P=A+B$, $M=A-B$. The Slater-Condon rules give $A=\Delta+(ia|jb)-(ij|ab)$ and $B=(ia|jb)-(ib|ja)$, where $\Delta=(\epsilon_a-\epsilon_i)\delta_{ij}\delta_{ab}$ and the exchange terms survive only for equal spins:

$$P=\Delta+2(ia|jb)-(ij|ab)-(ib|ja),\qquad M=\Delta-(ij|ab)+(ib|ja).$$

An electron has charge $-1$, so a field $F$ along $z$ adds $+Fz$ to its Hamiltonian, and $\langle z\rangle$ changes by $2d^Tq$ with $d_{ia}=\langle i|z|a\rangle$. The time-dependent variational principle uses $\langle\Psi|i\partial_t-H|\Psi\rangle$, and $ic^\dagger\dot c$ equals $2p^T\dot q$ up to a total derivative. Varying $L=2p^T\dot q-q^TPq-p^TMp-2Fd^Tq$ gives $\dot q=Mp$ and $\dot p=-Pq-Fd$. At imaginary frequency $e^{-i\omega t}=e^{ut}$, so $p=uM^{-1}q$ and $(P+u^2M^{-1})q=-Fd$. The induced dipole is $-2d^Tq$, hence

$$\alpha_{zz}(iu)=2\,d^T\left[P+u^2M^{-1}\right]^{-1}d .$$

For a stable solution $M$ is positive definite and has a Cholesky factor, $M=LL^T$. Then $P+u^2M^{-1}=L^{-T}(L^TPL+u^2)L^{-1}$, and one diagonalization $L^TPL=U\omega^2U^T$ gives all frequencies at once: $\alpha_{zz}(iu)=\sum_n2(d^TLU)_n^2/(\omega_n^2+u^2)$. The mean of $2(d^TLU)_n^2$ over $x,y,z$ is $f_n$, and (1) gives $C_6$. For a closed shell the field drives both spins equally, so the Coulomb term in $P$ becomes $4(ia|jb)$ over spatial orbitals and the prefactor becomes 4. For one electron the $\omega_n$ are eigenvalue differences of the one-electron Hamiltonian.

All calculations use uncontracted even-tempered Gaussian sets of $s$, $p$ and $d$ functions that reach to diffuse exponents. Hydrogen measures their quality. With $n=e^{-2r}/\pi$, $\langle r^k\rangle=4(k+2)!/2^{k+3}$, so $\langle r^2\rangle=3$ and $V^0=\langle r^3\rangle=15/2$. For $\alpha$, the first-order function $g\psi_0$ obeys $-\frac12\nabla^2g+\partial_rg=-z$, because $\nabla\ln\psi_0=-\hat{\mathbf r}$. The trial $g=-(r+r^2/2)\cos\theta$ has $\nabla^2(r\cos\theta)=0$ and $\nabla^2(r^2\cos\theta)=(6-2)\cos\theta$, so the left side is $\cos\theta-(1+r)\cos\theta=-z$. Then $\alpha=-2\langle zg\rangle=\frac23(3+\frac{15}4)=\frac92$. The basis gives 7.503 and 4.501, within 0.1% of the exact values. For $Z=1.5$ in the same unscaled basis, $v=0.2965$, and the exponents $\ln(\alpha/\alpha^0)/\ln v$ and $\ln(C_6/C_6^0)/\ln v$ are 1.334 and 2.001.

A second route to the static value is the central difference $-[\langle z\rangle_{F}-\langle z\rangle_{-F}]/2F$ of self-consistent solutions in a small field, whose truncation error is of order $F^2$. It gives 170.260 for Li (TDHF 170.272), 14.097 for $\alpha_{zz}$ of N$_2$ (14.097) and 21.690 for $\alpha_{zz}$ of LiH (21.688).

| free atom | $V^0$ | $\alpha^0$ | $C_6^0$ | $\omega^0$ |
|---|---|---|---|---|
| H | 7.503 | 4.501 | 6.502 | 0.4279 |
| Li | 95.171 | 170.272 | 1482.37 | 0.0682 |
| N | 25.336 | 7.173 | 23.289 | 0.6036 |

All three atoms are S states, so their densities are spherical without averaging. For the free Li-H pair rule (3) gives 67.600 against 68.309 from the full spectra in (1), which is 1.0% low relative to the latter. For free atoms the one-oscillator model is thus a small error in this pair.

### Algorithm

1. Solve each free atom and store $n_A$, $V_A^0$, $\alpha_A^0$, $C^0_{6,AA}$.
2. Solve the molecule for $n(\mathbf r)$.
3. On a grid centred at nucleus $A$ evaluate $n$ and all $n_B$, form $w_A$, and sum $N_A=\int w_An$ and $V_A$. The Hirshfeld charge is $Z_A-N_A$.
4. Form $v_A$, $\alpha_A$, $C_{6,AA}$, the unlike pairs from (3), and the sums over atoms.

For a diatomic with an axially symmetric density the azimuth gives $2\pi$, and the integrals over $r_A$ and $\cos\theta$ are done by Gauss-Legendre rules, the radial one in a variable $t$ with $r=r_0(e^t-1)$, which resolves the core and the tail with one set of points. A tiny constant in the denominator of $w_A$ prevents $0/0$ where all densities underflow.

### Numerical errors

Errors propagate simply: $\delta\alpha_A/\alpha_A=\delta v_A/v_A=\delta V_A/V_A-\delta V_A^0/V_A^0$, and $\delta C_{6,AA}/C_{6,AA}=2\,\delta v_A/v_A$.

The first source is the finite radial range. A density decaying as $e^{-2\kappa r}$, with $\kappa=\sqrt{2I}$ and $I$ the binding energy of the outermost electron, gives a volume integrand $r^5e^{-2\kappa r}$ when power-law prefactors are ignored. Repeated integration by parts gives the fraction lost beyond $r_{\max}$ as $e^{-x}\sum_{k=0}^5x^k/k!$ with $x=2\kappa r_{\max}$. The electron count has the integrand $r^2e^{-2\kappa r}$ and a sum that stops at $k=2$, so a range that conserves $N$ may still truncate $V$. The range must be set by the most weakly bound species.

The second source is the other nucleus $B$, where the exact $n$ has a cusp, and its Gaussian approximation a sharp rounded peak, that a grid centred on $A$ does not resolve. The integrand can be written $r_A^3\,n_A\,(n/n_{\rm pro})$ with $n_{\rm pro}=\sum_Bn_B$, and $n_A$ is smooth at $B$. By the Kato condition the spherically averaged $\ln n$ has slope $-2Z_B$ at $B$. In $n_{\rm pro}$ only $n_B$ has a cusp, so its logarithmic slope is $-2Z_Bn_B/n_{\rm pro}=-2Z_B(1-w_A)$ for a diatomic. The ratio has slope $-2Z_Bw_A(\mathbf R_B)$: the cusp is reduced by the weight of $A$ at nucleus $B$, which is small. A three-dimensional multicentre Becke grid reproduces the single-centre results to the digits shown below: 0.9657 for $v_{\rm N}$, and 39.013 and 10.071 for the two LiH volumes.

Quadrature errors of at most about $10^{-4}$ relative to $V_A$, basis errors below $10^{-3}$ for hydrogen (the only system with exact values to test against), and the 1% of rule (3) are all far below the discrepancies that follow. For Li, N and the two molecules the digits shown are those of this basis and are not converged. In larger bases that include $f$ functions, with the exact hydrogen atom as reference, $V^0$, $\alpha^0$ and $C_6^0$ of Li and N move by up to 0.4% ($V^0_{\rm Li}$ to 94.8), $\alpha$ and $C_6$ of N$_2$ by 0.2% and 0.6%, and the axial weights $w_{\rm Li}$ by up to 0.006. The TS ratios become 1.25 and 1.27 for N$_2$ and 3.17 and 3.33 for LiH, while the iterative Hirshfeld ratios 1.02 and 1.55 are unchanged.

### A covalent case: N$_2$

At $R=2.0$ bohr, a round value roughly at equilibrium, TDHF gives $\alpha_{xx}=9.488$ and $\alpha_{zz}=14.097$, so $\alpha=(2\times9.488+14.097)/3=11.02$, and $C_6=67.9$. TS gives

$$\alpha=2\times0.9657\times7.173=13.85,\qquad C_6=4\times0.9657^2\times23.289=86.9,$$

which are 26% and 28% above the TDHF values. The density hardly contracts on bonding. With one nucleus at the origin the promolecule has the second moment $2\langle r^2\rangle_{\rm N}+7R^2$, the cross term vanishing for a spherical atom, and the analytic molecular moment with $7R^2$ removed is 0.988 of $2\langle r^2\rangle_{\rm N}$. The polarizability falls more, to 0.7685 of $2\alpha^0_{\rm N}$, and $\bar\omega$ rises from 0.6036 to 0.7455. Equation (4) reads $1.257^2\times(0.6036/0.7455)=1.580\times0.8097=1.279$, so the frozen frequency cancels part of the error in $\alpha^2$. The direction is that of the hydrogen-like ion (smaller volume, higher frequency, $\alpha$ falling faster than $v$), but that one-centre model is not shown to be the cause. The neglected coupling can account for most of the gap: screening the two TS dipoles as Gaussians of width $(\sqrt{2/\pi}\,\alpha_A/3)^{1/3}$, as in TS+SCS, lowers the two ratios to about 1.07 and 1.05. The ratio $v_{\rm N}$ also depends on the level: PBE densities at the same geometry give about 0.90 with a spin-polarized free atom and 0.84 with a spin-unpolarized one, so the size of this overestimate belongs to the Hartree-Fock setting used here.

### The ionic case: LiH

Li is at $z=0$ and H at $z=R=3.0$ bohr, again a round value roughly at equilibrium. TDHF gives $\alpha=(2\times25.177+21.688)/3=24.01$ (3.56 Å$^3$) and $C_6=101.4$ (60.6 eV Å$^6$). The Hirshfeld volumes give

$$v_{\rm Li}=\frac{39.013}{95.171}=0.4099,\qquad v_{\rm H}=\frac{10.071}{7.503}=1.342,$$

$$\alpha^{\rm TS}=0.4099\times170.272+1.342\times4.501=69.80+6.04=75.84.$$

The pair terms are $0.4099^2\times1482.37=249.1$, $0.4099\times1.342\times67.600=37.2$ and $1.342^2\times6.502=11.7$. Between two LiH molecules the unlike pair occurs twice, so $C_6^{\rm TS}=249.1+2\times37.2+11.7=335.2$. In laboratory units TS gives 11.2 Å$^3$ and 200 eV Å$^6$. The ratios to TDHF are 3.16 and 3.31, and their logarithms, 1.15 and 1.20, are about five times those of N$_2$ (0.23 and 0.25). The Li term alone, 69.8, is almost three times the polarizability of the whole molecule.

The mechanism starts from the tails of the free atoms. Hydrogen has $\kappa=1$, while lithium, bound by roughly $0.2\,E_h$, has $\kappa$ of roughly 0.6. Far from the molecule $n_{\rm H}/n_{\rm Li}$ therefore decays exponentially in every direction, and $w_{\rm Li}=1/(1+n_{\rm H}/n_{\rm Li})\to1$ even on the far side of the proton. On the axis 2, 4 and 6 bohr behind H, $w_{\rm Li}$ is 0.075, 0.371 and 0.799. The weights depend on the free atoms and the geometry only, so they cannot respond to the transfer of an electron.

That transfer is large. Point charges $+q$ at $0$ and $-q$ at $R$ have the dipole $-qR$, and the computed dipole $-2.3545$ gives $q=2.3545/3.0=0.785$, an estimate that ignores the polarization of the ions. The Hirshfeld charge is only 0.415. The valence orbital $2\sigma$ has its centroid at $z=2.684$, 0.32 bohr from the proton, and is a polarized hydride pair. Splitting $n$ into canonical orbital densities, $2\sigma$ supplies 97.9% of $V_{\rm Li}$; the remainder, $0.0214\times39.013=0.83$, is close to the volume 0.88 of free Li$^+$. The valence orbital dominates the volume of free Li as well (95.171 against 0.88 for Li$^+$), so this share does not by itself say where in space the volume lies, and no spatial split is computed. Whatever part of the hydride pair $w_{\rm Li}$ assigns to Li is converted to polarizability at the rate of neutral lithium, $\alpha^0/V^0=1.789$, three times the hydrogen rate 0.600.

The frequency is wrong as well. The lowest TDHF singlet excitation of LiH is 0.1494, and by (2) it bounds $\bar\omega$ from below; the TDHF value is 0.2344. TS places its dominant oscillator at $\omega^0_{\rm Li}=0.0682$ and obtains $\bar\omega=4\times335.2/(3\times75.84^2)=0.0777$, which no spectrum starting at 0.1494 can produce. Equation (4) reads $3.158^2\times(0.0777/0.2344)=9.973\times0.3315=3.31$. The error in $\alpha^2$ is a factor of ten, and the too low frequency hides a factor of three of it.

### Changing the partition alone

If the partition is the main cause, weights that follow the charge transfer should remove most of the error with nothing else changed. The iterative Hirshfeld variant (TS/HI) builds the weights from reference densities of the actual charge, interpolated linearly between integer states,

$$a_q=(1-q)\,n_{\rm Li}+q\,n_{{\rm Li}^+},\qquad b_q=(1-q)\,n_{\rm H}+q\,n_{{\rm H}^-},\qquad w_{\rm Li}=\frac{a_q}{a_q+b_q},$$

and keeps the neutral $V^0$, $\alpha^0$ and $C_6^0$. Both ions are computed as restricted closed shells. For H$^-$ this solution has a negative orbital energy and hence a normalizable density, but its total energy, about $-0.49\,E_h$, lies above the $-\frac12$ of neutral H, so at the Hartree-Fock level the anion is not bound against detachment and serves only as a reference density. The charge solves $q=G(q)$ with $G(q)=3-\int n\,a_q/(a_q+b_q)\,d^3r$, iterated as $q_{k+1}=G(q_k)$. Near the solution $q^*$ the error is multiplied by $G'$ at each step, and summing the geometric series of remaining steps gives $|q_{k+1}-q^*|\approx|q_{k+1}-q_k|\,G'/(1-G')$, so the last step understates the error when $G'>\frac12$. Started from $q=0$, the iteration settles at $q=0.971$, the step falling below $10^{-8}$ after 42 steps. The volumes become 1.927 and 35.228, and

$$v_{\rm Li}=\frac{1.927}{95.171}=0.02025,\qquad v_{\rm H}=\frac{35.228}{7.503}=4.695,$$

$$\alpha=3.45+21.13=24.58,\qquad C_6=0.61+2\times6.43+143.34=156.8 .$$

| LiH | $\alpha$ | $C_6$ | $\bar\omega$ | $\alpha$ ratio | $C_6$ ratio |
|---|---|---|---|---|---|
| TDHF | 24.01 | 101.4 | 0.234 | 1 | 1 |
| TS | 75.84 | 335.2 | 0.078 | 3.16 | 3.31 |
| TS/HI | 24.58 | 156.8 | 0.346 | 1.02 | 1.55 |

The logarithmic errors fall from 1.15 to 0.02 for $\alpha$ and from 1.20 to 0.44 for $C_6$. Changing the weights alone thus removes most of the logarithmic error in this molecule, which is consistent with the partition being the main cause but does not prove it, since the linear law and the frozen frequency are also at fault (dipole screening, by contrast, does little here and leaves the TS ratios near 3.0 and 3.1). The cure is unequal: $C_6$ (93.7 eV Å$^6$) remains 55% above TDHF, a larger error than plain TS makes for N$_2$. Equation (4) locates it: $1.024^2\times(0.3460/0.2344)=1.049\times1.476=1.55$. The dominant oscillator now carries the frequency of neutral hydrogen, 0.4279, well above the 0.2344 of the molecule, and the H-H term alone, 143, exceeds the reference. With $\alpha$ nearly right, the frozen frequency is exposed instead of cancelling. The sign agrees with the hydrogen-like ion, where an expanded atom, $v>1$, has a lower frequency.

The 2% agreement in $\alpha$ should not be read as accuracy of the linear law, which fails across charge states. Free Li$^+$ has $V=0.8805$ and $\alpha=0.1895$, so $\alpha/V=0.215$, whereas scaling from neutral Li would assign it $(0.8805/95.171)\times170.272=1.575$, 8.3 times too much. It is a plausible conjecture that the Li term 3.45 is likewise too large and the H term too small; atomic polarizabilities inside a molecule are not uniquely defined, and no such split is computed here. The hydride in LiH is also far from a free anion, its volume 35.2 being about a third of the 97.4 of Hartree-Fock H$^-$, so free-ion reference data would also have to be scaled over a large change of volume; that variant is not computed here. For N$_2$ symmetry forces $q=0$, TS/HI coincides with TS, and the overestimate of a quarter, found at this level and without screening, stays.

The LiH case suggests, as a conjecture drawn from one molecule and not tested on others, the conditions for such a failure: a donor atom whose neutral density is more diffuse than its partner's, a large $\alpha^0/V^0$ and low $\omega^0$ carried by the valence shell, and a transfer that empties that shell. One check does not rest on this conjecture: a TS value of $\bar\omega$ below the lowest excitation energy of the molecule, taken at the level of the reference, violates the bound from (2) and is therefore wrong. By (4) this alone does not fix the size of the error in $\alpha$ or $C_6$, and a value that satisfies the bound can still be wrong, as TS/HI shows for LiH.
